# Hong-Ou-Mandel Visibility of Heralded Photons as a Density-Matrix Overlap: test program

```python
"""
Result under test: two independent single photons with internal density
matrices rho1 and rho2 meet at a balanced lossless coupler. The visibility
V = 1 - P_c / P_ref equals Tr(rho1 rho2), and the purity if rho1 = rho2.
P_c: probability of one photon at each output; P_ref: the same for
distinguishable photons. R, T: coupler reflection and transmission.
psi[s, i]: amplitude of a photon pair; heralding gives rho = psi psi^dagger.
Example: silicon microring pair sources. Ring time unit: photon lifetime
1/kappa, kappa being the angular linewidth (full width at half maximum).
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.integrate import solve_ivp
from scipy.sparse.linalg import expm_multiply
from scipy.special import jn_zeros

rng = np.random.default_rng(7)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def random_complex(rows, columns):
    return rng.normal(size=(rows, columns)) + 1j * rng.normal(size=(rows, columns))


def ladder_operators(modes, levels):
    """Annihilation operators of several modes in a truncated Fock space."""
    lower = sparse.diags([np.sqrt(np.arange(1, levels))], [1])
    result = []
    for k in range(modes):
        left = sparse.identity(levels**k)
        right = sparse.identity(levels**(modes - k - 1))
        result.append(sparse.kron(sparse.kron(left, lower), right).tocsr())
    return result


def coincidence_matrix(ops_a, ops_b, states, theta):
    """Matrix of N_c N_d between input states after Fock-space evolution."""
    hopping = sum(a.T @ b + b.T @ a for a, b in zip(ops_a, ops_b)).tocsr()
    evolved = expm_multiply(1j * theta * hopping, states.astype(complex))
    number_c = sum(a.T @ a for a in ops_a)
    number_d = sum(b.T @ b for b in ops_b)
    return evolved.conj().T @ (number_c @ (number_d @ evolved))


# ---- Theorem: random mixed states with three internal modes per arm ----
dim = 3
ops = ladder_operators(2 * dim, 3)
arm_a, arm_b = ops[:dim], ops[dim:]
vacuum = np.zeros(3**(2 * dim))
vacuum[0] = 1.0
inputs = np.array([a.T @ (b.T @ vacuum) for a in arm_a for b in arm_b]).T
rhos = []
for _ in range(2):
    root = random_complex(dim, dim)
    rho = root @ root.conj().T
    rhos.append(rho / np.trace(rho).real)
rho1, rho2 = rhos
overlap_random = np.trace(rho1 @ rho2).real
purity1 = np.trace(rho1 @ rho1).real
purity2 = np.trace(rho2 @ rho2).real
for theta in (np.pi / 4, 0.6):
    R, T = np.sin(theta)**2, np.cos(theta)**2
    matrix = coincidence_matrix(arm_a, arm_b, inputs, theta)
    p_c = np.trace(np.kron(rho1, rho2) @ matrix).real
    p_ref = matrix[1, 1].real  # photons in orthogonal internal modes
    visibility = 1 - p_c / p_ref
    assert abs(p_ref - (R**2 + T**2)) < 1e-9
    assert abs(visibility - 2*R*T/(R**2 + T**2) * overlap_random) < 1e-9
    if theta == np.pi / 4:
        visibility_random = visibility
        same = np.trace(np.kron(rho1, rho1) @ matrix).real
        assert abs(1 - same / p_ref - purity1) < 1e-9
        distance = np.linalg.norm(rho1 - rho2)**2
        assert abs(visibility - (purity1 + purity2 - distance) / 2) < 1e-9
        assert visibility <= np.sqrt(purity1 * purity2)
        singlet = np.zeros(dim**2)
        singlet[1], singlet[dim] = np.sqrt(0.5), -np.sqrt(0.5)
        p_singlet = (singlet @ matrix @ singlet).real
        assert abs(p_singlet - 1) < 1e-9

# ---- Heralding: sum over both idlers and both output detectors ----
pairs = [random_complex(8, 8) for _ in range(2)]
pair1, pair2 = [p / np.linalg.norm(p) for p in pairs]
direct = np.einsum("jp,kq->jkpq", pair1, pair2)
crossed = np.einsum("kp,jq->jkpq", pair1, pair2)
p_fourfold = np.sum(np.abs(0.5 * (direct - crossed))**2)
herald1, herald2 = pair1 @ pair1.conj().T, pair2 @ pair2.conj().T
assert abs(1 - 2*p_fourfold - np.trace(herald1 @ herald2).real) < 1e-12

# ---- Coincidences when an arm may hold zero, one or two photons ----
ops = ladder_operators(4, 5)
filling = np.array([(0, 0), (1, 0), (0, 1), (2, 0), (1, 1), (0, 2)])
columns = np.zeros((5**4, len(filling)**2))
for c, (fa, fb) in enumerate(itertools.product(filling, filling)):
    columns[((fa[0]*5 + fa[1])*5 + fb[0])*5 + fb[1], c] = 1
weight_a, weight_b = rng.dirichlet(np.ones(6)), rng.dirichlet(np.ones(6))
total = filling.sum(axis=1)
mean_a, mean_b = weight_a @ filling, weight_b @ filling
bunch_a = weight_a @ (total * (total - 1))
bunch_b = weight_b @ (total * (total - 1))
for theta in (np.pi / 4, 0.6):
    R, T = np.sin(theta)**2, np.cos(theta)**2
    matrix = coincidence_matrix(ops[:2], ops[2:], columns, theta)
    signal = np.kron(weight_a, weight_b) @ np.diag(matrix).real
    formula = (R*T*(bunch_a + bunch_b) - 2*R*T*(mean_a @ mean_b)
               + (R**2 + T**2) * mean_a.sum() * mean_b.sum())
    assert abs(signal - formula) < 1e-9

# ---- Ring source: pair amplitude from pump field and ring propagators ----
step, points = 0.025, 1000
time = (np.arange(points) + 0.5) * step
diagonal = np.diag_indices(points)


def pair_amplitude(t, common_phase, kerr=0.0, pulse=None):
    """common_phase acts on pump, signal and idler; kerr is the peak pump
    shift in linewidths, doubled for signal and idler. Without a pulse
    the pump enters the ring suddenly at time zero."""
    decayed = 1 - np.exp(-t)
    photon = np.exp(-t/2 - 1j * (common_phase + 2*kerr*decayed))
    propagate = np.tril(np.outer(photon, 1 / photon))
    propagate[diagonal] *= 0.5  # half a cell lies before the end time
    if pulse is None:
        pump = np.exp(-t/2 - 1j * (common_phase + kerr*decayed))
    else:
        pump = propagate @ pulse
    psi = (propagate * pump**2) @ propagate.T
    psi[diagonal] += pump**2 / 4  # restores the half cell for equal times
    return psi / np.linalg.norm(psi)


def overlap(psi_1, psi_2):
    """Tr(rho1 rho2) for rho = psi psi^dagger."""
    return np.sum(np.abs(psi_1.conj().T @ psi_2)**2)


def detuned_visibility(x):
    return (49/(1 + x**2) - 76/(4 + x**2) + 27/(9 + x**2)) / 36


psi_ring = pair_amplitude(time, 0 * time)
purity_grid = overlap(psi_ring, psi_ring)
purity = detuned_visibility(0.0)
zeros = jn_zeros(0, 400)
schmidt = 32 / zeros**4
assert abs(purity - 11/12) < 1e-12
assert abs(schmidt.sum() - 1) < 1e-6
assert abs(np.sum(schmidt**2) - purity) < 1e-9
# Tolerances below cover the midpoint error of the time grid.
assert abs(purity_grid - purity) < 3e-4
modes_grid = np.sort(np.linalg.eigvalsh(psi_ring.real)**2)[::-1]
assert np.max(np.abs(modes_grid[:4] - schmidt[:4])) < 3e-4
early = np.minimum.outer(time, time)
late = np.maximum.outer(time, time)
rho_formula = 2*np.exp(-(early + late)/2) * (
    2 - 2*np.exp(-early) - early*(np.exp(-early) + np.exp(-late)))
rho_grid = (psi_ring @ psi_ring.conj().T) / step
assert np.max(np.abs(rho_grid - rho_formula)) < 2e-3

delay = 8.0
shift = round(delay / step)
psi_late = np.zeros_like(psi_ring)
psi_late[shift:] = psi_ring[:-shift]
overlap_late = overlap(psi_ring, psi_late)
assert abs(overlap_late / (8/3 * np.exp(-delay)) - 1) < 0.02

# ---- Example inputs: rough typical values for silicon microrings ----
wavelength = 1550e-9
quality = 4.0e4
group_index = 4.2
index_slope = 1.8e-4      # per kelvin
temperature_gap = 0.2     # kelvin
radius = 10e-6
pulse_length = 10e-12     # intensity full width at half maximum
mean_pairs = 0.01         # per pulse
reflection = 0.48
kerr_index = 5e-18        # m^2/W
absorption_2p = 7e-12     # m/W

frequency = constants.c / wavelength
lifetime = quality / (2 * np.pi * frequency)
linewidth = frequency / quality
line_nm = wavelength / quality * 1e9
drift_nm = wavelength * index_slope / group_index * 1e9
detuning = drift_nm * temperature_gap / line_nm
visibility_warm = detuned_visibility(detuning)
for x in (detuning, 1.0):
    psi_detuned = pair_amplitude(time, x * time)
    assert abs(overlap(psi_ring, psi_detuned) - detuned_visibility(x)) < 3e-4
spacing = constants.c / (group_index * 2 * np.pi * radius)
pulse_band = 2 * np.log(2) / (np.pi * pulse_length)

# ---- Neglected effect: finite pump pulse ----
tau = pulse_length / lifetime
time_pulse = time - 1.0
pulse = np.exp(-2 * np.log(2) * (time_pulse / tau)**2)
psi_pulse = pair_amplitude(time_pulse, 0 * time, pulse=pulse)
purity_pulse = overlap(psi_pulse, psi_pulse)


# ---- Neglected effect: Kerr shifts and two-photon absorption ----
def cavity_moments(t, y, peak):
    correlation, photons, emitted = y
    drive = peak * np.exp(-t)
    return [-correlation + drive*(1 + 2*photons),
            -photons + 2*drive*correlation, photons]


small_mean = 1e-4
solution = solve_ivp(cavity_moments, (0, 40), [0, 0, 0], rtol=1e-9,
                     atol=1e-14, args=(np.sqrt(2 * small_mean),))
assert abs(solution.y[2, -1] / small_mean - 1) < 2e-3  # higher-order pairs
kerr_peak = np.sqrt(2 * mean_pairs)
loss_ratio = absorption_2p * wavelength / (4 * np.pi * kerr_index)
psi_kerr = pair_amplitude(time, 0 * time, kerr=kerr_peak*(1 - 1j*loss_ratio))
purity_kerr = overlap(psi_kerr, psi_kerr)

# ---- Neglected effect: free carriers made by two-photon absorption ----
intensity = group_index * kerr_peak / quality / kerr_index
photon_energy = constants.h * frequency
carriers = absorption_2p * intensity**2 * lifetime / 2 / (2 * photon_energy)
carriers_cm3 = carriers * 1e-6
# Rough empirical index change of silicon near 1550 nm, density in cm^-3.
carrier_index = 8.8e-22 * carriers_cm3 + 8.5e-18 * carriers_cm3**0.8
carrier_shift = carrier_index / group_index * quality
carrier_phase = -carrier_shift * (time - (1 - np.exp(-2*time)) / 2)
psi_carrier = pair_amplitude(time, carrier_phase)
purity_carrier = overlap(psi_carrier, psi_carrier)
assert abs(purity_carrier - purity_grid) < 1e-8


# ---- Neglected effect: several pairs per pulse, weak herald detection ----
def multipair(mean):
    """Heralded g2 and coherence overlap by enumeration of four modes."""
    share = schmidt[:4] / schmidt[:4].sum()
    numbers = np.array(list(itertools.product(range(8), repeat=4)))
    thermal = mean * share
    chance = np.prod((thermal/(1 + thermal))**numbers / (1 + thermal), axis=1)
    count = numbers.sum(axis=1)
    first = chance @ count
    second = chance @ count**2
    g2 = (chance @ (count**2 * (count - 1))) * first / second**2
    coherence = (chance * count) @ numbers / second
    return g2, np.sum(coherence**2), np.sum(share**2)


g2_small, _, purity_four = multipair(1e-4)
assert abs(g2_small / (2e-4 * (1 + purity_four)) - 1) < 2e-3
g2, coherence_overlap, _ = multipair(mean_pairs)
g2_first_order = 2 * mean_pairs * (1 + purity)
visibility_multi = coherence_overlap / (1 + g2)

R, T = reflection, 1 - reflection
coupler_factor = 2*R*T / (R**2 + T**2)
overlap_all = (visibility_warm * (coherence_overlap / purity)
               * (purity_pulse / purity_grid) * (purity_kerr / purity_grid))
visibility_all = 2*R*T*overlap_all / (R**2 + T**2 + 2*R*T*g2)

print("Random mixed states, balanced coupler")
show("Visibility from Fock-space evolution", visibility_random, "", 6)
show("Tr(rho1 rho2)", overlap_random, "", 6)
show("Purity of rho1", purity1, "", 6)
show("Purity of rho2", purity2, "", 6)
show("Coincidence probability, antisymmetric state", p_singlet, "", 6)
print("Ring example, inputs (rough typical values)")
show("Wavelength", wavelength * 1e9, "nm")
show("Loaded quality factor", quality)
show("Group index", group_index)
show("Index change with temperature", index_slope, "1/K")
show("Temperature difference of the rings", temperature_gap, "K")
show("Ring radius", radius * 1e6, "um")
show("Pump pulse length", pulse_length * 1e12, "ps")
show("Mean pairs per pulse", mean_pairs)
show("Coupler reflection", reflection)
show("Kerr index", kerr_index, "m^2/W")
show("Two-photon absorption", absorption_2p * 1e11, "cm/GW")
print("Ring example, results")
show("Photon lifetime", lifetime * 1e12, "ps")
show("Linewidth", linewidth * 1e-9, "GHz")
show("Linewidth in wavelength", line_nm * 1e3, "pm")
show("Free spectral range", spacing * 1e-9, "GHz")
show("Pump pulse bandwidth", pulse_band * 1e-9, "GHz")
for k in range(3):
    show(f"Schmidt weight {k + 1}", schmidt[k], "", 5)
show("Purity, closed form", purity, "", 6)
show("Purity, time grid", purity_grid, "", 6)
show("Delay for reference level", delay * lifetime * 1e12, "ps")
show("Overlap at that delay", overlap_late, "", 3)
show("Resonance drift", drift_nm * 1e3, "pm/K")
show("Detuning of the rings", detuning, "linewidths")
show("Visibility with this detuning", visibility_warm)
show("Visibility at one linewidth detuning", detuned_visibility(1.0))
print("Neglected effects")
show("Purity with finite pump pulse", purity_pulse)
show("Peak pump Kerr shift", kerr_peak, "linewidths")
show("Two-photon loss to Kerr shift ratio", loss_ratio, "", 3)
show("Purity with Kerr shift and two-photon loss", purity_kerr)
show("Peak intensity in the ring", intensity * 1e-13, "GW/cm^2", 2)
show("Free-carrier density", carriers_cm3, "cm^-3", 2)
show("Free-carrier shift (to blue)", carrier_shift, "linewidths", 2)
show("Purity with free-carrier shift, time grid", purity_carrier, "", 6)
show("Heralded g2, enumeration", g2)
show("Heralded g2, first order", g2_first_order)
show("Coherence overlap with multiple pairs", coherence_overlap)
show("Visibility with multiple pairs only", visibility_multi)
show("Coupler imbalance factor", coupler_factor)
show("Visibility, all sized effects (rough)", visibility_all, "", 3)
print("success")
```

Running it gives:

```
Random mixed states, balanced coupler
Visibility from Fock-space evolution: 0.204366
Tr(rho1 rho2): 0.204366
Purity of rho1: 0.584384
Purity of rho2: 0.627938
Coincidence probability, antisymmetric state: 1
Ring example, inputs (rough typical values)
Wavelength: 1550 nm
Loaded quality factor: 4e+04
Group index: 4.2
Index change with temperature: 0.00018 1/K
Temperature difference of the rings: 0.2 K
Ring radius: 10 um
Pump pulse length: 10 ps
Mean pairs per pulse: 0.01
Coupler reflection: 0.48
Kerr index: 5e-18 m^2/W
Two-photon absorption: 0.7 cm/GW
Ring example, results
Photon lifetime: 32.91 ps
Linewidth: 4.835 GHz
Linewidth in wavelength: 38.75 pm
Free spectral range: 1136 GHz
Pump pulse bandwidth: 44.13 GHz
Schmidt weight 1: 0.95679
Schmidt weight 2: 0.034464
Schmidt weight 3: 0.0057061
Purity, closed form: 0.916667
Purity, time grid: 0.916632
Delay for reference level: 263.3 ps
Overlap at that delay: 0.000894
Resonance drift: 66.43 pm/K
Detuning of the rings: 0.3429 linewidths
Visibility with this detuning: 0.7875
Visibility at one linewidth detuning: 0.3333
Neglected effects
Purity with finite pump pulse: 0.9149
Peak pump Kerr shift: 0.1414 linewidths
Two-photon loss to Kerr shift ratio: 0.173
Purity with Kerr shift and two-photon loss: 0.9133
Peak intensity in the ring: 0.3 GW/cm^2
Free-carrier density: 4e+15 cm^-3
Free-carrier shift (to blue): 0.28 linewidths
Purity with free-carrier shift, time grid: 0.916632
Heralded g2, enumeration: 0.03748
Heralded g2, first order: 0.03833
Coherence overlap with multiple pairs: 0.9199
Visibility with multiple pairs only: 0.8867
Coupler imbalance factor: 0.9968
Visibility, all sized effects (rough): 0.755
success
```
